# Why an Arrhenius Slope Need Not Equal the Nucleation Barrier

A ferroelectric memory capacitor is held at a field too weak to switch it quickly, and the time to nucleate a reversed domain is recorded at several temperatures. The logarithm of the time against $1/kT$ gives a straight line of slope 1.024 eV. If this slope is taken for the free-energy barrier and combined with the correct attempt time of $10^{-13}$ s, the predicted nucleation time at 300 K is $1.6\times10^{4}$ s, more than four hours. In the model worked out below, the time is 0.072 s. Its barrier is 0.71 eV, its prefactor is constant, and its Arrhenius plot is nearly straight. The slope differs from the barrier because the barrier itself changes with temperature.

## The counter-example

**The nucleus.** A film of thickness $t$ is polarized against the field $E$, with polarization magnitude $P$. A cylinder of radius $r$, running from one electrode to the other, reverses. Here $E$ is the field inside the film, the electrodes screen the polarization charge ideally, and the domain wall is sharp, with free energy $\sigma$ per area in every direction. The induced dielectric polarization is taken as equal in both domains, so it cancels from their difference.

Before reversal the field contributes $+PE$ per volume, and afterwards $-PE$. The change is $-2PE$. The wall has area $2\pi rt$ and the cylinder has volume $\pi r^2t$, so

$$\Delta F(r)=2\pi rt\,\sigma-2PE\,\pi r^2t .$$

Setting the derivative to zero,

$$2\pi t\sigma-4\pi PEt\,r^*=0\quad\Rightarrow\quad r^*=\frac{\sigma}{2PE}.$$

The second derivative, $-4\pi PEt$, is negative, so this is a maximum. Substitution gives

$$\Delta F^*=\frac{\pi t\sigma^2}{PE}-\frac{\pi t\sigma^2}{2PE}=\frac{\pi t\sigma^2}{2PE}.$$

The nucleation time is taken as $\tau=\tau_0e^{\Delta F^*/kT}$, with $\tau_0$ independent of temperature.

**Numbers at 300 K.** Take $t=5$ nm, $E=0.5$ MV/cm, $P=20$ μC/cm², $\sigma=12$ mJ/m² and $\tau_0=10^{-13}$ s. Then $\sigma=0.0749$ eV/nm² and $2PE=0.1248$ eV/nm³, so

$$r^*=\frac{0.0749}{0.1248}=0.60\ \text{nm},\qquad
\Delta F^*=\frac{\pi(5)(0.0749)^2}{0.1248}=0.706\ \text{eV},$$

or $1.13\times10^{-19}$ J. With $kT=0.02585$ eV the exponent is 27.31, and $\tau=10^{-13}e^{27.31}=0.072$ s.

**Letting the material soften.** Near $T_0=300$ K, let

$$\sigma(T)=\sigma_0[1-a(T-T_0)],\qquad P(T)=P_0[1-b(T-T_0)],$$

with $a=10^{-3}$ K⁻¹ and $b=0.5\times10^{-3}$ K⁻¹. These coefficients are chosen for illustration. Writing $x=T-T_0$, the barrier becomes

$$\Delta F^*(T)=\Delta F^*(T_0)\,\frac{(1-ax)^2}{1-bx}.$$

Let $\beta=1/kT$. Since $T=1/(k\beta)$, we have $dT/d\beta=-T/\beta$, and therefore

$$\beta\frac{d}{d\beta}=-T\frac{d}{dT}.$$

The Arrhenius slope at fixed field is then

$$E_A=\frac{\partial\ln\tau}{\partial\beta}=\frac{\partial(\beta\Delta F^*)}{\partial\beta}
=\Delta F^*-T\frac{\partial\Delta F^*}{\partial T}.$$

At $T_0$ the logarithmic derivative of the barrier is $-2a+b$, so

$$E_A=\Delta F^*(1+2aT_0-bT_0)=0.706\,(1+0.60-0.15)=1.02\ \text{eV},$$

or $1.64\times10^{-19}$ J. The slope exceeds the barrier by 45%.

The two drifts act in opposite directions. A wall that becomes cheaper on heating lowers the barrier, so nucleation accelerates for a second reason besides the larger $kT$, and the slope rises. A falling polarization weakens the driving force and raises the barrier, so the slope drops. With the field and the 300 K values held fixed:

| What changes with temperature | $E_A$ (eV) | $E_A/\Delta F^*$ |
|---|---|---|
| neither | 0.706 | 1.00 |
| wall energy | 1.129 | 1.60 |
| polarization | 0.600 | 0.85 |
| both | 1.024 | 1.45 |
| both, with $b=2a$ | 0.706 | 1.00 |

In the last row the two terms cancel at 300 K. Thus a slope equal to the barrier at one temperature does not show that wall energy and polarization are constant.

## Why the straight line gives no warning

Expand the barrier to second order in $x$:

$$(1-2ax+a^2x^2)(1+bx+b^2x^2)\simeq1-(2a-b)x+(a-b)^2x^2 .$$

With the chosen coefficients, the quadratic term at $x=40$ K is $(0.5\times10^{-3}\times40)^2=4\times10^{-4}$ of the barrier. The barrier is therefore almost linear in temperature. If it were strictly linear, $\Delta F^*=H-TS$ with constant $H$ and $S$, then

$$\ln\tau=\ln\tau_0+\frac{H-TS}{kT}=\left(\ln\tau_0-\frac Sk\right)+\frac{H}{kT}.$$

This is an exactly straight Arrhenius line. Its slope is $H$, although the barrier at temperature $T$ is $H-TS$.

In the example, a least-squares line through nine equally spaced temperatures from 260 to 340 K has slope 1.024 eV. Its largest residual in $\ln\tau$ is 0.0065, while $\ln\tau$ itself changes by nearly 11. Straightness is evidence that $E_A$ is nearly constant, which is a different property from constancy of $\Delta F^*$. How small the residual is depends on the softening law. The mean-field laws of a continuous transition, $\sigma\propto(T_c-T)^{3/2}$ and $P\propto(T_c-T)^{1/2}$, give $\Delta F^*\propto(T_c-T)^{5/2}$. With $T_c=800$ K the same fit has a largest residual of about 0.2 over a range of 19 in $\ln\tau$, and a slope 2.5 times the barrier.

The missing piece sits in the intercept. At 300 K the activation entropy is $S^*=-\partial\Delta F^*/\partial T=1.059$ meV/K, or $12.29\,k$. The tangent to the Arrhenius curve has the apparent attempt time

$$\tau_{\rm app}=\tau_0e^{-S^*/k}=10^{-13}e^{-12.29}\ \text{s}=4.6\times10^{-19}\ \text{s}.$$

This is far shorter than a lattice vibration period, although the true attempt time is $10^{-13}$ s. An apparent attempt time this short is a reason to suspect a temperature-dependent barrier, but no proof of one. The prefactor may have a temperature dependence of its own, and a capacitor has many places where a nucleus can form. With $N$ independent, equivalent sites the mean time to the first nucleation is $\tau/N$, so about $2.2\times10^5$ sites would give the same intercept with a constant barrier. The times in this example are for a single site.

## The general statement and its proof

**Statement.** Let $\tau=\tau_0e^{\Delta F^*/kT}$ at fixed field, with $\tau_0$ independent of temperature and $\Delta F^*$ differentiable in $T$. Then

$$\boxed{E_A=\Delta F^*-T\left.\frac{\partial\Delta F^*}{\partial T}\right|_E=\Delta F^*+TS^*}$$

At a temperature $T>0$, the slope equals the barrier if and only if $\partial\Delta F^*/\partial T|_E=0$ there.

**Proof.** Taking the logarithm, $\ln\tau=\ln\tau_0+\beta\Delta F^*$. The first term does not depend on $\beta$. The product rule gives

$$\frac{\partial\ln\tau}{\partial\beta}=\Delta F^*+\beta\frac{\partial\Delta F^*}{\partial\beta}
=\Delta F^*-T\frac{\partial\Delta F^*}{\partial T},$$

where the last step uses $\beta\,d/d\beta=-T\,d/dT$. The difference $E_A-\Delta F^*$ is $-T\,\partial\Delta F^*/\partial T$, which vanishes at $T>0$ precisely when the derivative does. No shape of nucleus was assumed. $\square$

The result has a geometrical reading. Draw the tangent to the curve $\Delta F^*(T)$ at the measurement temperature and extend it to $T=0$. Its height there is $\Delta F^*-T\,\partial\Delta F^*/\partial T$, which is $E_A$. The slope thus reports a linear extrapolation of the barrier to zero temperature. It can even be negative: if the barrier rises faster than in proportion to $T$, then $\Delta F^*/kT$ grows on heating and nucleation slows down.

**Does the moving critical radius matter?** The radius $r^*$ changes with temperature, which might seem to require another term. By the chain rule,

$$\frac{\partial\Delta F^*}{\partial T}=\left.\frac{\partial\Delta F}{\partial r}\right|_{r^*}\frac{dr^*}{dT}
+\left.\frac{\partial\Delta F}{\partial T}\right|_{r^*}.$$

The first term is zero because $\Delta F$ is stationary at $r^*$. For the cylinder, with primes denoting temperature derivatives, this leaves

$$E_A=2\pi r^*t(\sigma-T\sigma')-2\pi r^{*2}tE(P-TP').$$

At 300 K, $\sigma-T\sigma'=1.30\,\sigma_0$ and $P-TP'=1.15\,P_0$. The wall term is 1.835 eV and the field term is $-0.812$ eV, giving 1.02 eV again. The slope is the enthalpy of the critical nucleus at fixed field: its free energy, including the field term, with the entropy contribution removed from each part.

## What the slope can and cannot be used for

The slope is the right quantity for extrapolating a measured time over a modest temperature range. From 300 K to 358 K (85 °C), $1/kT$ falls by 6.27 eV⁻¹. Starting from 0.0722 s,

$$0.0722\,e^{-1.024\times6.27}\ \text{s}\simeq1.2\times10^{-4}\ \text{s},$$

within about 2% of the model's own value, $1.21\times10^{-4}$ s. Using the 300 K barrier in place of the slope gives $8.7\times10^{-4}$ s, about seven times too long.

The slope is the wrong quantity for finding the wall energy. Since $\sigma\propto\sqrt{\Delta F^*}$ at fixed $P$, $E$ and $t$, inserting $E_A$ returns $12\sqrt{1.45}=14.4$ mJ/m² instead of 12 mJ/m².

Two other routes lead to the barrier, each with its own condition. If $\tau_0$ is known independently and $\tau$ is the time for a single site, one temperature suffices:

$$\Delta F^*=kT\ln(\tau/\tau_0).$$

An error of one decade in $\tau_0$ then shifts the result by $kT\ln10=0.06$ eV at 300 K. For a capacitor the number of sites $N$ must be known as well: ignoring it lowers the result by $kT\ln N$, which is 0.32 eV for $N=2.2\times10^5$.

The second route varies the field at fixed temperature. The stationarity argument used above, now applied to $E$, gives $-\partial\Delta F^*/\partial E=2PV^*$, where $V^*$ is the volume of the critical nucleus. For the cylinder $\Delta F^*\propto1/E$, so with a field-independent prefactor

$$-kT\frac{\partial\ln\tau}{\partial\ln E}=2PEV^*=\Delta F^*.$$

Numerically, $V^*=\pi(0.60)^2(5)=5.65$ nm³, and $0.1248\times5.65=0.706$ eV. The first equality gives the critical volume for other shapes too. The second needs $\Delta F^*\propto1/E$, which holds for a prism of fixed cross-sectional shape through the film with a sharp wall of field-independent $\sigma$. A sphere gives $2\Delta F^*$, and a wall whose width is comparable with $r^*$ also makes the field derivative exceed the barrier.

## When the prefactor also varies

If $\tau_0$ depends on temperature, the same differentiation adds $-kT\,d\ln\tau_0/d\ln T$ to the slope. One estimate of its size comes from letting the radius diffuse over the barrier with constant diffusivity $D$. With a reflecting end at $r=0$ and an absorbing end at $2r^*$, the mean first-passage time is

$$\tau=\frac1D\int_0^{2r^*}\!dy\,e^{\beta\Delta F(y)}\int_0^y\!dz\,e^{-\beta\Delta F(z)} .$$

For a barrier much larger than $kT$, the inner integral is dominated by small $z$, where $\Delta F\simeq2\pi t\sigma z$, and equals $kT/(2\pi t\sigma)$. The outer integral is dominated by the top, where $\Delta F\simeq\Delta F^*-2\pi PEt(y-r^*)^2$. It is a Gaussian integral, so

$$\tau\simeq\frac1D\,\frac{kT}{2\pi t\sigma}\sqrt{\frac{kT}{2PEt}}\;e^{\beta\Delta F^*}.$$

The prefactor varies as $T^{3/2}\sigma^{-1}P^{-1/2}$. To this order the slope is therefore

$$E_A-kT\left[\frac32-\frac{d\ln\sigma}{d\ln T}-\frac12\frac{d\ln P}{d\ln T}\right].$$

At 300 K the bracket is $1.5+0.3+0.075=1.875$, so the correction is $-0.0485$ eV and the predicted slope is 0.975 eV. Direct numerical integration of the double integral, without the two approximations, gives 0.974 eV. The value depends on the kinetic model. If the area rather than the radius diffuses with constant diffusivity, the prefactor varies as $T^{5/2}\sigma^{-1}P^{-3/2}$ and the shift is about $-0.08$ eV. The inner length $kT/(2\pi t\sigma)=0.011$ nm is also far below a lattice cell, so only the scale, a few $kT$, carries over. In both cases the shift is well below the 0.32 eV due to the changing barrier. If $D$ were itself activated, $D\propto e^{-Q/kT}$, the slope would gain a further $Q$.

## How far the numbers apply to hafnia

The polarization, thickness and field are in a rough hafnia regime: coercive fields are of order 1 MV/cm, so 0.5 MV/cm represents a disturb condition, at about one eighth of a rough breakdown field of 4 MV/cm. Wall energies depend strongly on the type of wall, and 12 mJ/m² is a round model value.

The continuum assumption is strained at this size. The critical radius, 0.60 nm, is close to a lattice cell of about 0.5 nm. Suppose instead that the nucleus grows by square columns 0.5 nm wide, with the least possible perimeter at each size and the same $\sigma$, $P$ and $\tau_0$. The energy then peaks at seven columns, with twelve exposed faces:

$$12(0.5)(5)(0.0749)-0.1248\,(7)(0.5)^2(5)=2.247-1.092=1.155\ \text{eV}.$$

Removing the entropy parts gives the slope, $1.30(2.247)-1.15(1.092)=1.665$ eV. The nucleation time grows by a factor of $3.5\times10^7$, yet the ratio of slope to barrier is 1.44, close to the cylinder's 1.45. Absolute times from this model are therefore not predictions for a device. The field route also changes: while the critical size stays at seven columns, it returns the field term, 1.09 eV, and not the barrier.

Imperfect electrodes matter as well. Let both electrodes together act as a vacuum gap of effective length $\lambda$, in series with a short-circuited film of relative permittivity $\varepsilon_r$. Continuity of the displacement and zero total voltage give a depolarizing field of magnitude

$$E_d=\frac{P\lambda}{\varepsilon_0(t+\varepsilon_r\lambda)} .$$

For $\lambda=0.01$ nm and $\varepsilon_r=30$, both rough, this is 0.43 MV/cm if no trapped charge compensates it, comparable with the field in the example. A fixed voltage then need not mean a fixed film field. If $E$ drifts with temperature, the slope gains $2PEV^*\,d\ln E/d\ln T$, which for the ideally screened cylinder equals $\Delta F^*\,d\ln E/d\ln T$. With imperfect electrodes the reversed region also carries a depolarization energy of its own. It tends to $2PE_dV$ at large radius, cancelling the help from $E_d$, and is about 0.7 of that at $r=0.6$ nm when the gap is split equally between the electrodes. The barrier is then not proportional to $1/E$, and the cylinder formulas above, including the field route to the barrier, no longer apply as written.

Two further effects are smaller. A region whose local field is 5% lower nucleates 4.2 times more slowly, so a polycrystalline film has a spread of times. The leading quantum correction multiplies the rate by $1+(h/\tau_0kT)^2/24$ if the barrier-top frequency is taken as $1/\tau_0$. That is an 11% increase at 300 K, and it changes the slope by $-0.005$ eV. The numerical output below lists the values used here.

## Numbers as computed

```
temperature 300 K, kT = 0.02585 eV
film thickness 5.0 nm, field 0.50 MV/cm
voltage across film 0.250 V
wall energy 12.0 mJ/m2 = 0.07490 eV/nm2
polarization 20.0 uC/cm2, attempt time 1.0e-13 s
driving density 2PE 0.12483 eV/nm3
fall of wall energy 0.10 %/K
fall of polarization 0.05 %/K
critical radius 0.600 nm, volume 5.655 nm3
free-energy barrier 0.7059 eV = 1.131e-19 J
barrier/kT 27.31
Arrhenius slope 1.0236 eV = 1.640e-19 J
slope/barrier 1.4500
T times entropy 0.3177 eV
entropy 1.0588 meV/K = 12.29 k
wall part of slope 1.8353 eV
field part of slope -0.8118 eV
slope, neither drifts: 0.7059 eV, ratio 1.000
slope, only wall energy: 1.1294 eV, ratio 1.600
slope, only polarization: 0.6000 eV, ratio 0.850
slope, both drift: 1.0236 eV, ratio 1.450
slope, compensated: 0.7059 eV, ratio 1.000
fit 260-340 K: slope 1.0238 eV, R2 0.9999987
fit largest residual in ln(tau) 0.0065
fit apparent attempt time 4.58e-19 s
tangent apparent attempt time 4.61e-19 s
time at 300 K 7.220e-02 s
time if slope is used as barrier 1.566e+04 s
that error as a factor 2.169e+05
wall energy inferred from slope 14.45 mJ/m2
time at 358 K, model 1.206e-04 s
time at 358 K, by slope 1.182e-04 s
time at 358 K, by barrier 8.657e-04 s
barrier from field dependence 0.7059 eV
barrier error per decade of tau0 0.0595 eV
first-passage slope 0.9743 eV
predicted prefactor shift -0.0485 eV
first-passage -dln(tau)/dln(E) 27.785
lattice cell 0.50 nm, critical cells 7
lattice barrier 1.1547 eV, slope 1.6649 eV
lattice slope/barrier 1.4419
lattice/cylinder time 3.46e+07
quantum: rate +10.7 %, slope -0.0050 eV
field lower by 5 %: time x 4.21
screening length 0.01 nm, permittivity 30 (rough)
uncompensated depolarizing field 0.426 MV/cm
field/breakdown 0.125 (rough 4 MV/cm)
```
